# How independent shift errors accumulate in a notch-free racetrack

## Question

I am stuck on an exercise about racetrack memory. Bits are stored as magnetic domains along a track, and current pulses move the domain walls by one bit pitch at a time. The track has no notches to catch the walls. The pitch is 100 nm, and each shift has an independent position error of 5 nm rms. I have to find after how many shifts the three-sigma position error reaches half a pitch.

My attempt: three sigma is 15 nm per shift, and half a pitch is 50 nm, so I need $15N=50$, which gives about 3 shifts. The solution sheet says about 11. Where does my reasoning fail? And does the track really work for 11 shifts and then stop working?

## Answer

Your calculation adds the errors as if every shift missed by the same amount in the same direction. Independent errors partly cancel, so their variances add, and their rms values do not.

### The accumulated error

Follow one wall. Let $e_i$ be its position error in shift $i$, positive if it goes too far. I assume that

- each error has zero mean, $\langle e_i\rangle=0$;
- each has the same rms value, $\langle e_i^2\rangle=s^2$ with $s=5$ nm;
- errors of different shifts are independent;
- nothing puts the wall back on its nominal position between shifts.

The last assumption is where the absence of notches enters. After $N$ shifts the wall is displaced from its intended position by

$$X_N=e_1+e_2+\dots+e_N .$$

Square this and average:

$$\langle X_N^2\rangle=\sum_{i=1}^{N}\langle e_i^2\rangle+\sum_{i\neq j}\langle e_ie_j\rangle .$$

For $i\neq j$, independence gives $\langle e_ie_j\rangle=\langle e_i\rangle\langle e_j\rangle=0$. The first sum has $N$ equal terms, so

$$\langle X_N^2\rangle=Ns^2,\qquad \sigma_N=s\sqrt N .$$

### The number of shifts

Let $p=100$ nm be the pitch, and put a point-like reader at the centre of a bit cell. A wall at the edge of the cell is $p/2$ away, so a displacement of $p/2$ towards the reader brings the wall to it. The criterion is

$$3s\sqrt N=\frac p2 .$$

Divide by $3s$ and square:

$$\sqrt N=\frac{p}{6s},\qquad N^*=\left(\frac{p}{6s}\right)^2=\left(\frac{100}{30}\right)^2\approx 11.1 .$$

Since $N$ is a whole number, look at both neighbours:

- after 11 shifts, $\sigma=16.58$ nm and $3\sigma=49.75$ nm, just inside 50 nm;
- after 12 shifts, $\sigma=17.32$ nm and $3\sigma=51.96$ nm, outside.

So "about 11" means that 11 shifts still meet the criterion and the twelfth breaks it.

The square makes the result sensitive to the precision of a shift. At fixed pitch, halving $s$ multiplies $N^*$ by four, to about 44. Conversely, $N$ shifts require $s\le p/(6\sqrt N)$, which for 100 shifts is about 1.7 nm.

If each notch of a notched track erased the error completely after every shift, the sum would never build up. Three sigma would be 15 nm at the end of every shift, just before the notch acts.

### Does it stop working after 11 shifts?

No. Three sigma is a chosen safety margin, and the probability of a misread rises smoothly. To calculate it we need the shape of the error distribution, which the square-root law did not require. For Gaussian errors, the probability that the wall is more than $p/2$ from its place, on either side, is

$$P_N=\frac{2}{\sigma_N\sqrt{2\pi}}\int_{p/2}^{\infty}e^{-x^2/2\sigma_N^2}\,dx .$$

With $x=\sqrt2\,\sigma_N u$ this becomes

$$P_N=\frac{2}{\sqrt\pi}\int_{p/(2\sqrt2\,\sigma_N)}^{\infty}e^{-u^2}du=\operatorname{erfc}\!\left(\frac{p}{2s\sqrt{2N}}\right).$$

This gives 0.257 % at shift 11 and 0.389 % at shift 12. These values apply to a bit with a wall at each edge. If only one edge has a wall, only its displacement towards the reader matters, and the values are halved. Either way, these are large error rates for a memory. A six-sigma margin would require $6s\sqrt N\le p/2$, or $N\le(50/30)^2\approx2.8$: two shifts.

If you read after every shift, you may also ask whether the wall has been out of range at least once. For Gaussian errors this has probability about 0.32 % within 11 shifts. It must exceed $P_{11}$, because a wall can leave the range and return. It cannot exceed $2P_{11}$: once the wall is outside, the sum of the remaining errors is symmetric, so with probability at least one half it does not bring the wall back.

The shape matters for these percentages. Take errors of $+10$ nm with probability 0.2 and $-2.5$ nm with probability 0.8. Their mean is $2-2=0$ and their variance is $20+5=25$ nm², so $s$ is again 5 nm. Convolving this distribution with itself gives the same 16.58 nm after 11 shifts, but the probability of being beyond 50 nm is 0.197 %. All of it lies on the positive side, since eleven negative errors add up to $-27.5$ nm.

### Could two walls collide first?

Suppose neighbouring walls have independent errors $X_N$ and $Y_N$. Their separation changes by $X_N-Y_N$, with variance $Ns^2+Ns^2=2Ns^2$. The walls start one full pitch apart, so the three-sigma criterion for a collision is

$$3s\sqrt{2N}=p\quad\Rightarrow\quad N=\frac{p^2}{18s^2}\approx22.2 .$$

The reader criterion is reached first. If both walls made identical errors, their separation would not change, but the reader would still see the displaced pattern.

### When your linear estimate is right

Your answer belongs to the opposite limit, in which one random error is repeated in every shift. Then $X_N=Ne_1$, the rms error is $Ns$, and $15N=50$ gives $N\approx3.3$.

Between the limits, let errors $k$ shifts apart have correlation $r^k$, with $0\le r<1$. There are $N-k$ pairs at distance $k$, each counted twice in the square, so

$$\frac{\sigma_N^2}{s^2}=N+2\sum_{k=1}^{N-1}(N-k)r^k .$$

In this sum $r^k$ appears $N-k$ times, so it can be rearranged into partial geometric sums:

$$\sum_{k=1}^{N-1}(N-k)r^k=\sum_{m=1}^{N-1}\sum_{k=1}^{m}r^k=\frac{r}{1-r}\sum_{m=1}^{N-1}(1-r^m)=\frac{r}{1-r}\left[N-\frac{1-r^N}{1-r}\right].$$

The last step uses $\sum_{m=1}^{N-1}r^m=(1-r^N)/(1-r)-1$. Collecting the terms in $N$,

$$\frac{\sigma_N^2}{s^2}=N\,\frac{1+r}{1-r}-\frac{2r(1-r^N)}{(1-r)^2}.$$

For $r=0.2$ the right side is 9.875 at $N=7$, so three sigma is $15\sqrt{9.875}\approx47$ nm. At $N=8$ it is 11.375, and three sigma is about 51 nm. A modest correlation has reduced 11 shifts to 7.

A constant bias $b$ per shift does similar damage, because it adds linearly. The outer three-sigma edge reaches half a pitch when

$$Nb+3s\sqrt N=\frac p2 .$$

This is quadratic in $\sqrt N$, and its positive root is

$$\sqrt N=\frac{-3s+\sqrt{9s^2+2bp}}{2b}.$$

For $b=1$ nm, one percent of the pitch, $\sqrt N=(-15+\sqrt{425})/2\approx2.81$ and $N\approx7.9$. Again 7 whole shifts are allowed.

### What would this mean in a real track?

Cobalt/palladium multilayers can be magnetized perpendicular to the film. Consider such a track built as a synthetic antiferromagnet: two magnetic layers, 5.5 and 4.5 nm thick, one magnetized up and the other down, across a 1 nm spacer. I use rough inputs: magnetization $M_s=500$ kA/m, damping $\alpha=0.1$, wall parameter $\Delta=5$ nm, width $w=400$ nm, temperature 300 K and pulses of 1 ns. They do not describe a particular device.

**Wall width.** In the wall, the magnetization angle obeys $\cos\theta=\tanh(x/\Delta)$. Its steepest slope is $1/\Delta$, so a turn by $\pi$ at that slope takes $\pi\Delta=15.7$ nm. If the edge of the wall must stay clear of the reader, the margin is $50-7.9\approx42.1$ nm, and $N=(42.1/15)^2\approx7.9$.

**Thermal motion.** Gilbert damping dissipates $(\alpha M_s/\gamma)|\partial_t\mathbf m|^2$ per unit volume, where $\mathbf m$ is the direction of magnetization and $\gamma$ the gyromagnetic ratio. A rigid wall moving at speed $v$ has $|\partial_t\mathbf m|^2=v^2\operatorname{sech}^2(x/\Delta)/\Delta^2$. Integrating over $x$ gives $2v^2/\Delta$. With magnetic cross-section $A=w\times10$ nm, the power is $\eta v^2$, where

$$\eta=\frac{2\alpha M_sA}{\gamma\Delta}=4.54\times10^{-13}\ \text{kg/s}.$$

Assume that the magnetization angle inside the wall is held near a preferred direction, so that the wall moves like a particle of effective mass $m$. Equipartition then gives $\langle v^2\rangle=k_BT/m$, and drag makes it forget its velocity in a time $m/\eta$. The product is the diffusion coefficient, and the mass cancels:

$$D=\frac{k_BT}{\eta}=9.1\ \text{nm}^2/\text{ns}.$$

In one pulse a free wall spreads by $\sqrt{2Dt}=\sqrt{2(9.12)(1)}\approx4.3$ nm rms. That is roughly three quarters of the assumed error variance, which leaves about 2.6 nm rms for all other errors together. The estimate is high if the velocity memory $m/\eta$ is not short compared with the pulse: in this particle picture a memory of 0.2 ns would lower the spread to about 3.8 nm. The picture leaves out the damping of the angle inside the wall, which weakens this reduction when the two layers nearly compensate: the same memory then gives about 4.0 nm. With the other inputs fixed, $D\propto1/w$, so a 100 nm wide track would double the spread to about 8.5 nm and exceed the budget.

At rest, the same free wall would wander by 5 nm in $s^2/(2D)\approx1.4$ ns. To store data for longer in this track, something, such as the natural roughness of the film, has to hold the walls between pulses. Repulsion between the walls cannot do this alone, because it does not fix the position of the pattern as a whole.

**Neighbouring walls.** Compared with a wall standing alone, a neighbour at distance $d$ reverses the magnetization beyond it. This changes the magnetic surface charge there by $2M_s$, with opposite signs on the two faces of a layer. A half-plane of charge density $q$ gives a perpendicular field $(q/2\pi)\arctan(h/d)$ at height $h$. Subtracting the two faces of a thin layer of thickness $t_j$, at height difference $z$, gives

$$B_j=\frac{\mu_0M_st_j}{\pi}\,\frac{d}{d^2+z^2}.$$

Moving the wall reverses moments, so the force on it in layer $i$ has magnitude $2M_st_iwB_j$. It changes sign when the two layers are oppositely magnetized. Let $\epsilon_i=\pm1$ give the direction of each layer. The total is

$$F=\frac{2\mu_0M_s^2w}{\pi}\sum_{i,j}\epsilon_i\epsilon_jt_it_j\frac{d}{d^2+z_{ij}^2},$$

with $z_{ij}=0$ within a layer and 6 nm between the layer centres. The half-plane has no side edges, so this formula holds for a track much wider than $d$. At $d=100$ nm it gives an initial speed $F/\eta$ which, times 1 ns, is 176 nm for parallel layers and 2.1 nm for antiparallel ones.

Our track is only $4d$ wide, which lowers both values. In its own plane, a small patch of a thin layer gives a field proportional to its area divided by $r^3$. If the layer reaches a distance $a$ to each side of the field point, integrating over $y$ across the track gives $2a/(x^2\sqrt{x^2+a^2})$, instead of $2/x^2$ for unlimited width. Integrating both over $x$ from $d$ to infinity and dividing gives the reduction factor

$$\frac{\sqrt{d^2+a^2}-d}{a}.$$

At the centre of the track $a=200$ nm, and the factor is 0.62. At its edge the layer reaches 400 nm to one side only, so the factor is half the value for $a=400$ nm, or 0.39. The force is thus roughly halved. This also holds for antiparallel layers, where most of the force comes from the unequal thicknesses. The estimates become about 100 nm and 1 nm. The antiparallel value assumes that the walls of the two layers lie exactly above each other. The stray field between the layers favours an offset, and for these inputs the walls stay aligned only if the antiferromagnetic coupling across the spacer exceeds roughly 0.13 mJ/m². An offset of 5 nm would already move the estimate to between 0.7 and 2.1 nm, depending on its sense at the two walls.

The first number is not a predicted displacement. The force falls as the walls separate, and the stray field of about 11 mT may be strong enough to make the magnetization inside the wall precess (Walker breakdown), which slows the wall. If the wall does not precess, the drift is still tens of nanometres, and the 5 nm error budget fails in the parallel version of this track. A freely precessing wall could move much less, so in that case this estimate does not settle the question. In the antiparallel version, even a repeated drift of 1 nm acts as the bias treated above, which left 7 shifts. Neighbours placed symmetrically on both sides cancel, so this error depends on the stored data.

**Heating.** At $5\times10^7$ A/cm², with a rough resistivity of 30 µΩ cm and heat capacity of 2.9 J/(cm³ K), a pulse without heat loss warms the track by

$$\Delta T=\frac{\rho J^2t}{c}\approx26\ \text{K}.$$

This current density is an assumed input, and it may be too small to move the wall 100 nm in 1 ns. An ideal interface torque with spin Hall angle $\theta_{\rm SH}=0.1$ gives $v=\frac{\pi}{2}\frac{\gamma\Delta}{\alpha}\frac{\hbar\theta_{\rm SH}J}{2eM_s(t_1+t_2)}\approx46$ m/s. Reaching 100 m/s in that case needs about 2.2 times the current, and $\Delta T\propto J^2$ rises to about 125 K. The figures that follow are for 26 K.

With $\eta$ held fixed, this gradual warming raises the thermal spread in the pulse by about 2 % above its value at a constant 300 K. In a second pulse with no cooling in between, which starts warm and heats the track further, the increase is about 6 %. Eleven pulses with no cooling would add about 280 K, so the pulses must be spaced to let heat escape. If the mean shift depends on temperature, heat left over from earlier pulses can also link successive errors.

**How far to trust the 11.** The 400 nm width is generous for a dense memory, and 10 nm of magnetic material is thick for a drive that relies on torques from an interface. The 5 nm error is the exercise's assumption. In a real track it is also doubtful that errors are independent with zero mean, since roughness, heat and stored data can all produce repeatable errors. In the separate cases above, bias, correlation or wall width lowers the limit from 11 shifts to 7; acting together they would lower it further. The numerical output below lists the values used.

## Calculated quantities

```
Bit pitch: 100 nm
Half pitch: 50 nm
Rms error per shift: 5 nm
Shifts at which three sigma equals half pitch: 11.11
Last whole shift within the criterion: 11
After 1 shifts: rms 5.00 nm, three sigma 15.00 nm
After 4 shifts: rms 10.00 nm, three sigma 30.00 nm
After 9 shifts: rms 15.00 nm, three sigma 45.00 nm
After 11 shifts: rms 16.58 nm, three sigma 49.75 nm
After 12 shifts: rms 17.32 nm, three sigma 51.96 nm
Gaussian misread probability at shift 11: 0.257 %
Gaussian misread probability at shift 12: 0.389 %
Gaussian, any crossing in 11 shifts: 0.324 %
Skewed errors, beyond half pitch at 11: 0.197 %
Wall separation rms after 11 shifts: 23.45 nm
Shifts for separation three sigma = pitch: 22.22
Assumed bias per shift: 1.0 nm
Shifts allowed with bias: 7.88, whole 7
Assumed correlation of successive errors: 0.2
Whole shifts allowed with correlation: 7
Temperature: 300 K
Pulse length: 1.0 ns
Mean wall speed during pulse: 100 m/s
Track width: 400 nm
Magnetic layer thicknesses: 5.5 and 4.5 nm
Spacer thickness: 1.0 nm
Layer magnetization: 500 kA/m
Gilbert damping: 0.10 (dimensionless)
Wall parameter: 5.0 nm
Wall width: 15.71 nm
Margin reduced by half wall width: 42.15 nm
Shifts allowed with reduced margin: 7.89
Wall drag coefficient: 4.543e-13 kg/s
Free-wall diffusion coefficient: 9.12 nm^2/ns
Free-wall thermal rms in one pulse: 4.27 nm
Thermal share of error variance: 73 %
Free rest time giving 5 nm rms: 1.37 ns
Neighbour drift per pulse, parallel layers: 176 nm
Neighbour drift, antiparallel layers: 2.07 nm
Current density: 5.0e+07 A/cm^2
Resistivity: 30 microohm cm
Heat capacity: 2.9 J/(cm^3 K)
Heating per pulse without heat loss: 25.9 K
Heating after 11 pulses without heat loss: 284 K
Thermal rms after one-pulse heating: 4.45 nm
```
